# VV10 pair damping for two model atoms compared with Becke-Johnson damping: verification in Python

```python
"""
Result under test: for two one-point atoms the VV10 pair energy is
  E(R) = -f(R) C6/R^6,
  f = R^6 / [(R^2+aA^2)(R^2+aB^2)(R^2+aAB^2)],
  aA^2 = kA/wA, aB^2 = kB/wB, aAB^2 = (kA+kB)/(wA+wB).
At equal C6 and equal E(0) it damps more strongly than the
Becke-Johnson form R^6/(R^6+R0^6), with a half-damping distance at
least (2^(1/3)-1)^(-1/2) times R0.
Symbols (hartree atomic units): N electrons, w local frequency,
k short-range parameter, n density, alpha = |grad n|/n of an
exponential atom, b and C the VV10 parameters.
Extended atoms are integrated numerically to judge the estimate.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

C_GRAD = 0.0093
B_VV10 = 5.9
B_RVV10 = 6.3
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10


def local_parameters(n, slope, b=B_VV10):
    w = np.sqrt(C_GRAD * slope**4 + 4 * np.pi * n / 3)
    k = b * 1.5 * np.pi * (n / (9 * np.pi))**(1 / 6)
    return w, k


def kernel(s2, w1, k1, w2, k2):
    g1, g2 = w1 * s2 + k1, w2 * s2 + k2
    return -1.5 / (g1 * g2 * (g1 + g2))


def kernel_revised(s2, w1, k1, w2, k2):
    q1, q2 = w1 / k1, w2 / k2
    shape = (q1 * s2 + 1) * (q2 * s2 + 1) * (q1 * s2 + q2 * s2 + 2)
    return -1.5 / ((k1 * k2)**1.5 * shape)


def density(atom, r):
    number, alpha = atom
    return number * alpha**3 / (8 * np.pi) * np.exp(-alpha * r)


def point_atom(atom, b=B_VV10):
    radius = 3 / atom[1]
    n = density(atom, radius)
    w, k = local_parameters(n, atom[1], b)
    return atom[0], w, k, n, radius


def point_energy(R, p, q, phi=kernel):
    return p[0] * q[0] * phi(R * R, p[1], p[2], q[1], q[2])


def bj(R, R0):
    return R**6 / (R**6 + R0**6)


def legendre(lo, hi, m):
    x, w = np.polynomial.legendre.leggauss(m)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


def radial_data(atom, m):
    r, weight = legendre(0, 30 / atom[1], m)
    n = density(atom, r)
    w, k = local_parameters(n, atom[1])
    return r, 4 * np.pi * r**2 * n * weight, w, k


def extended_energy(R, first, second, m=40, angles=12):
    """Frozen-parameter cross energy of two spherical densities."""
    r1, c1, w1, k1 = radial_data(first, m)
    r2, c2, w2, k2 = radial_data(second, m)
    u, wu = np.polynomial.legendre.leggauss(angles)
    wu = wu / 2
    d2 = R**2 + r1[:, None]**2 + 2 * R * r1[:, None] * u
    d2 = np.maximum(d2, 0)[:, :, None, None]
    rr = r2[None, None, :, None]
    s2 = d2 + rr**2 + 2 * np.sqrt(d2) * rr * u
    phi = kernel(s2, w1[:, None, None, None], k1[:, None, None, None],
                 w2[None, None, :, None], k2[None, None, :, None])
    return np.einsum("iajb,i,a,j,b->", phi, c1, wu, c2, wu, optimize=True)


def concentric_functional(atoms, m=70, angles=24):
    """Nonlocal energy without beta*N, parameters from total density."""
    r, weight = legendre(0, 30 / min(a[1] for a in atoms), m)
    parts = [density(a, r) for a in atoms]
    n = sum(parts)
    slope = sum(a[1] * p for a, p in zip(atoms, parts)) / n
    w, k = local_parameters(n, slope)
    charge = 4 * np.pi * r**2 * n * weight
    u, wu = np.polynomial.legendre.leggauss(angles)
    x, y = r[:, None, None], r[None, :, None]
    phi = kernel(x**2 + y**2 - 2 * x * y * u,
                 w[:, None, None], k[:, None, None],
                 w[None, :, None], k[None, :, None])
    return 0.5 * np.einsum("iju,i,j,u->", phi, charge, charge, wu / 2)


# Uniform gas: the spatial integral of the kernel must give -beta*n.
beta = (3 / B_VV10**2)**0.75 / 32
for n_gas in (0.003, 0.2):
    w_gas, k_gas = local_parameters(n_gas, 0.0)
    integral = quad(lambda s: 4 * np.pi * s**2
                    * kernel(s*s, w_gas, k_gas, w_gas, k_gas),
                    0, np.inf, epsabs=1e-12, epsrel=1e-9)[0]
    assert abs(0.5 * n_gas * integral / -beta - 1) < 1e-6

atom_A, atom_B = (4.0, 2.0), (2.0, 1.5)
A, B = point_atom(atom_A), point_atom(atom_B)

# C6 from oscillator polarizabilities at imaginary frequency.
casimir = 3 / np.pi * quad(
    lambda u: A[0] / (A[1]**2 + u*u) * B[0] / (B[1]**2 + u*u),
    0, np.inf, epsabs=1e-11)[0]
C6 = 1.5 * A[0] * B[0] / (A[1] * B[1] * (A[1] + B[1]))
assert abs(casimir / C6 - 1) < 1e-7


def damping_lengths2(p, q):
    return np.array([p[2] / p[1], q[2] / q[1],
                     (p[2] + q[2]) / (p[1] + q[1])])


def product_damping(R, a2):
    return R**6 / np.prod([R**2 + x for x in a2], axis=0)


def point_ratio(R):
    return -point_energy(R, A, B) * R**6 / casimir


a2 = damping_lengths2(A, B)
Ru = np.prod(a2)**(1 / 6)
E0 = point_energy(0.0, A, B)
R_grid = np.geomspace(0.2, 80, 60)
assert np.allclose(point_ratio(R_grid), product_damping(R_grid, a2),
                   rtol=1e-6)
assert abs(E0 / (-casimir / Ru**6) - 1) < 1e-6

# Leading behaviour at short and long distance.
h = 0.05
curvature = (1 - point_energy(h, A, B) / E0) / h**2
assert abs(curvature / np.sum(1 / a2) - 1) < 2e-3
tail = 300**2 * (1 + point_energy(300., A, B) * 300**6 / C6)
assert abs(tail / np.sum(a2) - 1) < 5e-3
bj_energy_ratio = bj(1.0, Ru) * Ru**6
assert abs((1 - bj_energy_ratio) * Ru**6 - 1) < 1e-2
assert abs((1 - bj(60., Ru)) * (60 / Ru)**6 - 1) < 1e-4

# Half-damping distance and its lower bound, including random pairs.
bound = 1 / np.sqrt(2**(1 / 3) - 1)
half = brentq(lambda R: point_ratio(R) - 0.5, 0.1, 100)
like_C6 = 0.75 * A[0]**2 / A[1]**3
like_half = brentq(lambda R: -point_energy(R, A, A) * R**6 / like_C6
                   - 0.5, 0.1, 100)
assert abs(like_half / np.sqrt(A[2] / A[1]) / bound - 1) < 1e-8
rng = np.random.default_rng(7)
for trial in range(40):
    w1, w2 = rng.uniform(0.1, 2, 2)
    k1, k2 = rng.uniform(2, 20, 2)
    p, q = (1.0, w1, k1), (1.0, w2, k2)
    c = 1.5 / (w1 * w2 * (w1 + w2))
    R0 = (-c / point_energy(0.0, p, q))**(1 / 6)
    ratio = lambda R: -point_energy(R, p, q) * R**6 / c
    assert np.all(ratio(R_grid) < bj(R_grid, R0))
    R_half = brentq(lambda R: ratio(R) - 0.5, 0.01, 300)
    assert R_half / R0 > bound * (1 - 1e-9)
depth_ratio = E0 / (-C6 / half**6)
assert depth_ratio >= bound**6 * (1 - 1e-8)

# Revised kernel: asymptotic C6, damping lengths and half range.
far = 1e5
C6_rev = -point_energy(far, A, B, kernel_revised) * far**6
C6_rev_formula = 1.5 * A[0] * B[0] / (
    A[1] * B[1] * np.sqrt(A[2] * B[2]) * (A[1] / A[2] + B[1] / B[2]))
assert abs(C6_rev / C6_rev_formula - 1) < 1e-6
a2_rev = np.array([a2[0], a2[1], 2 / (1 / a2[0] + 1 / a2[1])])
f_rev = -point_energy(R_grid, A, B, kernel_revised) * R_grid**6 / C6_rev
assert np.allclose(f_rev, product_damping(R_grid, a2_rev), rtol=1e-6)
assert np.allclose(point_energy(R_grid, A, A),
                   point_energy(R_grid, A, A, kernel_revised), rtol=1e-11)
E0_rev = point_energy(0.0, A, B, kernel_revised)
assert abs(E0_rev) >= abs(E0)


def revised_half(b):
    p, q = point_atom(atom_A, b), point_atom(atom_B, b)
    c = -point_energy(far, p, q, kernel_revised) * far**6
    return brentq(lambda R: -point_energy(R, p, q, kernel_revised)
                  * R**6 / c - 0.5, 0.1, 100)


half_rev_same = revised_half(B_VV10)
half_rev_own = revised_half(B_RVV10)
assert abs(half_rev_own / half_rev_same
           - np.sqrt(B_RVV10 / B_VV10)) < 1e-6

# Extended atoms: C6 and first correction from radial moments.
rA, cA, wA, kA = radial_data(atom_A, 40)
rB, cB, wB, kB = radial_data(atom_B, 40)
assert abs(cA.sum() - atom_A[0]) < 1e-7
assert abs(cB.sum() - atom_B[0]) < 1e-7
w1, w2 = wA[:, None], wB[None, :]
k1, k2 = kA[:, None], kB[None, :]
pair_weight = cA[:, None] * cB[None, :] / (w1 * w2 * (w1 + w2))
C6_ext = 1.5 * pair_weight.sum()
pair_weight = pair_weight / pair_weight.sum()
size_term = 5 * np.sum(pair_weight * (rA[:, None]**2 + rB[None, :]**2))
kernel_term = np.sum(pair_weight * (k1/w1 + k2/w2 + (k1+k2)/(w1+w2)))


def extended_ratio(R):
    return -extended_energy(R, atom_A, atom_B) * R**6 / C6_ext


measured = 200**2 * (extended_ratio(200.0) - 1)
assert abs(measured - (size_term - kernel_term)) < 0.02 * kernel_term
for R in (0.0, 5.0):
    coarse = extended_energy(R, atom_A, atom_B)
    fine = extended_energy(R, atom_A, atom_B, 56, 18)
    assert abs(coarse / fine - 1) < 2e-4
E0_ext = extended_energy(0.0, atom_A, atom_B)
Ru_ext = (-C6_ext / E0_ext)**(1 / 6)
half_ext = brentq(lambda R: extended_ratio(R) - 0.5, 2, 25, xtol=1e-6)
assert half_ext > Ru_ext
assert abs(half / half_ext - 1) < 0.4
assert abs(Ru / Ru_ext - 1) < 0.4
assert abs(C6 / C6_ext - 1) < 0.5

# True concentric nonlocal energy with rebuilt local parameters.
self_A = concentric_functional([atom_A])
self_B = concentric_functional([atom_B])
assert abs(extended_energy(0.0, atom_A, atom_A) / (2*self_A) - 1) < 5e-4
united = concentric_functional([atom_A, atom_B]) - self_A - self_B
united_fine = (concentric_functional([atom_A, atom_B], 90, 32)
               - concentric_functional([atom_A], 90, 32)
               - concentric_functional([atom_B], 90, 32))
assert abs(united - united_fine) < 1e-3 * abs(E0_ext)
assert abs(united) < abs(E0_ext)

print(f"VV10 C = {C_GRAD}, b = {B_VV10}; rVV10 b = {B_RVV10}")
print(f"beta (b=5.9) = {beta:.6f} hartree")
for name, atom, p in (("A", atom_A, A), ("B", atom_B, B)):
    print(f"{name}: N = {atom[0]:.0f}, alpha = {atom[1]:.1f} bohr^-1")
    print(f"{name}: mean radius = {p[4]:.3f} bohr")
    print(f"{name}: density there = {p[3]:.5f} bohr^-3")
    print(f"{name}: omega = {p[1]:.4f}, kappa = {p[2]:.4f} a.u.")
print("Point a_A, a_B, a_AB = "
      + ", ".join(f"{x:.3f}" for x in np.sqrt(a2)) + " bohr")
print(f"Point C6 = {C6:.3f} hartree bohr^6")
print(f"Point R_u = {Ru:.3f} bohr")
print(f"Point half-damping R = {half:.3f} bohr = {half*BOHR_ANG:.3f} A")
print(f"Point half R / R_u = {half/Ru:.4f}")
print(f"Like-atom half R / a = {bound:.4f}")
print(f"Point E(0) = {E0*1000:.4f} millihartree")
print(f"Sum 1/a^2 = {np.sum(1/a2):.5f} bohr^-2")
print(f"Sum a^2 = {np.sum(a2):.3f} bohr^2")
print(f"E(0) VV10/BJ, equal half R = {depth_ratio:.3f}")
print(f"Like-atom value of that ratio = {bound**6:.3f}")
print(f"rVV10 third length = {np.sqrt(a2_rev[2]):.3f} bohr")
print(f"rVV10 C6 = {C6_rev:.3f} hartree bohr^6")
print(f"rVV10 E(0), b=5.9 = {E0_rev*1000:.4f} millihartree")
print(f"rVV10 half R, b=5.9 = {half_rev_same:.3f} bohr")
print(f"rVV10 half R, b=6.3 = {half_rev_own:.3f} bohr")
print(f"Extended C6 = {C6_ext:.3f} hartree bohr^6")
print(f"Extended R_u = {Ru_ext:.3f} bohr")
print(f"Extended half R = {half_ext:.3f} bohr"
      f" = {half_ext*BOHR_ANG:.3f} A")
print(f"Extended half R / R_u = {half_ext/Ru_ext:.4f}")
print(f"Extended frozen E(0) = {E0_ext*1000:.4f} millihartree")
print(f"Size term S = {size_term:.3f} bohr^2")
print(f"Kernel term K = {kernel_term:.3f} bohr^2")
print(f"S - K = {size_term-kernel_term:.3f} bohr^2")
print(f"Rebuilt united E = {united*1000:.4f} millihartree")
print(f"Rebuilt / frozen united E = {united/E0_ext:.4f}")
print(f"Point/extended C6 = {C6/C6_ext:.4f}")
print(f"Point/extended half R = {half/half_ext:.4f}")
print(f"Point/extended E(0) = {E0/E0_ext:.4f}")
print("Factors: point, extended, BJ(R0=R_u), BJ(R0=half R)")
for R in (2., 4., 6., 8., 10., 15., 20., 30.):
    print(f"R={R:4.0f} bohr: {point_ratio(R):.5f} {extended_ratio(R):.5f}"
          f" {bj(R, Ru):.5f} {bj(R, half):.5f}")
print("checks complete")
```

Output:

```
VV10 C = 0.0093, b = 5.9; rVV10 b = 6.3
beta (b=5.9) = 0.004971 hartree
A: N = 4, alpha = 2.0 bohr^-1
A: mean radius = 1.500 bohr
A: density there = 0.06339 bohr^-3
A: omega = 0.6437, kappa = 10.0585 a.u.
B: N = 2, alpha = 1.5 bohr^-1
B: mean radius = 2.000 bohr
B: density there = 0.01337 bohr^-3
B: omega = 0.3211, kappa = 7.7605 a.u.
Point a_A, a_B, a_AB = 3.953, 4.916, 4.298 bohr
Point C6 = 60.183 hartree bohr^6
Point R_u = 4.371 bohr
Point half-damping R = 8.629 bohr = 4.566 A
Point half R / R_u = 1.9742
Like-atom half R / a = 1.9615
Point E(0) = -8.6273 millihartree
Sum 1/a^2 = 0.15951 bohr^-2
Sum a^2 = 58.266 bohr^2
E(0) VV10/BJ, equal half R = 59.196
Like-atom value of that ratio = 56.948
rVV10 third length = 4.357 bohr
rVV10 C6 = 62.370 hartree bohr^6
rVV10 E(0), b=5.9 = -8.6999 millihartree
rVV10 half R, b=5.9 = 8.668 bohr
rVV10 half R, b=6.3 = 8.957 bohr
Extended C6 = 54.809 hartree bohr^6
Extended R_u = 5.033 bohr
Extended half R = 6.384 bohr = 3.378 A
Extended half R / R_u = 1.2684
Extended frozen E(0) = -3.3713 millihartree
Size term S = 63.798 bohr^2
Kernel term K = 54.777 bohr^2
S - K = 9.021 bohr^2
Rebuilt united E = -1.1756 millihartree
Rebuilt / frozen united E = 0.3487
Point/extended C6 = 1.0981
Point/extended half R = 1.3517
Point/extended E(0) = 2.5590
Factors: point, extended, BJ(R0=R_u), BJ(R0=half R)
R=   2 bohr: 0.00515 0.00303 0.00909 0.00015
R=   4 bohr: 0.09353 0.09718 0.36995 0.00982
R=   6 bohr: 0.27574 0.42275 0.86993 0.10151
R=   8 bohr: 0.45276 0.79059 0.97408 0.38831
R=  10 bohr: 0.58792 0.98577 0.99307 0.70774
R=  15 bohr: 0.78030 1.03598 0.99939 0.96502
R=  20 bohr: 0.86751 1.02136 0.99989 0.99359
R=  30 bohr: 0.93798 1.00978 0.99999 0.99943
checks complete
```
